# Why silicon's avalanche breakdown voltage rises with temperature

A silicon diode under strong reverse bias conducts almost nothing until, at a certain voltage, its current runs away. Some carrier has gained enough energy from the field to lift an electron across the band gap, and the new carriers do the same in turn. Warming the crystal narrows the gap, so this impact ionization needs less energy. One would expect breakdown at a lower voltage, yet in ordinary avalanche diodes the voltage goes up.

The threshold is half of the matter. The other half is how well the field can heat a carrier that keeps colliding with phonons. A model with one band and one phonon energy lets both halves be calculated and compared.

## What warm phonons do to a hot carrier

Take a parabolic, isotropic band and an optical phonon of energy $\hbar\omega$ that scatters carriers equally into all directions. The occupation of the phonon mode is $N=1/(e^{\hbar\omega/kT}-1)$. Emission is proportional to $N+1$, absorption to $N$, and both to the density of final states. That density grows as $\sqrt E$, as does the speed $v$. For $E\gg\hbar\omega$ the two rates are therefore $(N+1)v/\lambda_0$ and $Nv/\lambda_0$, with $\lambda_0$ a constant length. Dividing the speed by the total rate gives the mean free path

$$\lambda=\frac{\lambda_0}{2N+1}=\lambda_0\tanh\frac{\hbar\omega}{2kT},$$

because $2N+1=(e^{\hbar\omega/kT}+1)/(e^{\hbar\omega/kT}-1)$.

The net energy lost per unit length of path is

$$\frac{\hbar\omega\,[(N+1)-N]}{\lambda_0}=\frac{\hbar\omega}{\lambda_0}.$$

The occupation has dropped out. At this order warm phonons do not drain a hot carrier faster, since the extra emissions are balanced by absorptions. What they do is change its direction more often. At a given energy, a carrier that is turned round sooner makes less progress along the force, and the field does less work on it per unit of path. The carriers then cool until gain and loss balance again.

For silicon I take the rough values $\hbar\omega=63$ meV and $\lambda_0=7$ nm. Then $N=0.0958$ at 300 K and $0.1916$ at 400 K, so that

$$\lambda(300)=\frac{7}{1.192}=5.87\ \text{nm},\qquad \lambda(400)=\frac{7}{1.383}=5.06\ \text{nm}.$$

The path shrinks by 14 %. Over the same interval the gap, taken as $E_g=1.17-4.7\times10^{-4}\,T^2/(T+640)$ in eV with $T$ in kelvin, falls from 1.125 to 1.098 eV, or by 2.4 %.

## The temperature of the carriers

Let $f(E)$ be the occupation averaged over directions, $q$ the positive elementary charge, $F$ the field strength and $\mu$ the cosine between velocity and force. The force pushes the distribution along at the rate $qFv\mu\,f'$, and collisions remove the resulting anisotropy at the rate $v/\lambda$. If the anisotropy is small, the balance gives the occupation

$$f-qF\lambda\mu f'.$$

Write (density of states) × $v=KE$, with $K$ constant. Since $\mu^2$ averages to $1/3$, the flow of carriers along the force, per unit energy, is $-K(qF\lambda/3)Ef'$. Each carrier gains energy at the rate $qFv\mu$, so the upward flow through energy $E$ caused by the field is $qF$ times this:

$$J_{\rm field}=-K\frac{(qF)^2\lambda}{3}\,E f'.$$

Phonons carry carriers across $E$ in jumps of $\hbar\omega$. Consider two levels half a quantum above and below a midpoint near $E$. The net downward rate between them is proportional to

$$(N+1)\left(f+\tfrac{\hbar\omega}{2}f'\right)-N\left(f-\tfrac{\hbar\omega}{2}f'\right)=f+(2N+1)\tfrac{\hbar\omega}{2}f'.$$

The prefactor is $KE/\lambda_0$, and the pairs that straddle $E$ fill an energy window of width $\hbar\omega$. Adding both flows gives

$$J=-\frac{K\hbar\omega}{\lambda_0}E\,\left(kT_e f'+f\right),$$

$$kT_e=\Theta+\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2kT},\qquad \Theta=\frac{(qF)^2\lambda\lambda_0}{3\hbar\omega}.$$

With no flow, $f\propto e^{-E/kT_e}$, so $T_e$ acts as a carrier temperature. The expansion requires $\hbar\omega$ to be small compared with $kT_e$. The field part $\Theta$ is proportional to $\lambda$ and falls as the crystal warms. The second part rises, but in strong fields it is the smaller one.

## From carrier temperature to ionization

The threshold $E_i$ follows from conservation laws if electrons and holes have equal masses. The ionizing carrier has momentum $p$ and energy $E_i=p^2/2m$. Afterwards three carriers share $p$, and their kinetic energy is least when each has $p/3$, which makes it $3(p/3)^2/2m=E_i/3$. Hence $E_i=E_g+E_i/3$, or $E_i=\tfrac32E_g$. Silicon's several valleys make this a modelling choice, and it is varied below.

Suppose that every carrier reaching $E_i$ ionizes and starts again from rest. (Starting it instead with the energy $E_i/9$ that goes with $p/3$, in a random direction, changes the breakdown voltage of the 1 µm layer treated below by less than 0.1 %.) Then $J$ is constant below $E_i$, and $f(E_i)=0$. Multiplying the flow equation by $e^{E/kT_e}$ turns its bracket into a derivative, and integration gives

$$f(E)=\frac{J\lambda_0}{K\hbar\omega\,kT_e}\,e^{-E/kT_e}\int_E^{E_i}\frac{e^{E'/kT_e}}{E'}\,dE'.$$

The ionization coefficient $\alpha$ is the number of ionizations per unit distance advanced along the force. It equals $J$ divided by the total flow $S$. Integrating by parts, with $Ef=0$ at both ends,

$$S=-\frac{KqF\lambda}{3}\int_0^{E_i}Ef'\,dE=\frac{KqF\lambda}{3}\int_0^{E_i}f\,dE.$$

In the last integral, do the one over $E$ first. It runs from 0 to $E'$ and gives $kT_e(1-e^{-E'/kT_e})$. With $u=E'/kT_e$ and $y=E_i/kT_e$,

$$S=\frac{qF\lambda\lambda_0}{3\hbar\omega}\,J\,G(y),\qquad G(y)=\int_0^y\frac{e^u-1}{u}\,du,$$

$$\alpha=\frac{J}{S}=\frac{qF}{\Theta\,G(y)}.$$

For large $y$, $G\approx e^y/y$ (at $y=7$ the true $G$ is still about 20 % larger), so

$$\alpha\approx\frac{qFE_i}{\Theta\,kT_e}\,e^{-E_i/kT_e}.$$

Colder carriers make the exponential smaller. The prefactor works the other way, since it grows as $\Theta$ and $kT_e$ fall. When $E_i/kT_e$ is large, the exponential outweighs it.

## Which change wins

Let the field be uniform over a width $W$, and let holes ionize as readily as electrons. When a pair is created, the electron runs to one side and the hole to the other, and together they cover the distance $W$. They make $\alpha W$ new pairs on average. Successive generations form a geometric series that diverges at $\alpha W=1$, which is the breakdown condition. The voltage is $V_b=F_bW$, with the built-in voltage left out. The count $\alpha W$ ignores the dead space, the distance of at least $E_i/qF$ that a new carrier needs before it can ionize. For the 1 µm layer below this is 55 nm. Allowing for it raises the breakdown field by about 2 % and lowers the temperature shift by about 0.2 percentage points.

For a simple estimate, neglect the second part of $kT_e$, so that $kT_e\approx\Theta\propto F^2\lambda$. The large-$y$ form then gives

$$\frac{\partial\ln\alpha}{\partial\ln\lambda}=y-2,\quad \frac{\partial\ln\alpha}{\partial\ln E_i}=1-y,\quad \frac{\partial\ln\alpha}{\partial\ln F}=2y-3.$$

Keeping $\alpha$ fixed while $T$ changes requires

$$\frac{d\ln F_b}{dT}=\frac{1}{2y-3}\left[-(y-2)\frac{d\ln\lambda}{dT}+(y-1)\frac{d\ln E_i}{dT}\right].$$

Both logarithmic derivatives on the right are negative. For $y>2$ the first term raises the breakdown field and the second lowers it. When $y$ is large the two weights are nearly equal, and the question becomes which shrinks faster in relative terms, the free path or the gap. Here it is 14 % against 2.4 %. With $y\approx7$ the estimate is $(5\times0.149-6\times0.025)/11\approx0.05$, a rise of about 5 % from 300 to 400 K. The estimate overshoots, because the neglected second part of $kT_e$ grows from 38 to 44 meV and offsets some of the cooling. With that part kept, the formula gives 3.3 %.

The answer can change at low temperature. When $kT\ll\hbar\omega$, $N$ is exponentially small and $\lambda$ hardly varies, while the slope of the gap law vanishes only in proportion to $T$. In this model the gap therefore wins if the crystal is cold enough, but only slightly: for a 1 µm layer the formula's voltage falls by about 0.3 % from 20 K to a minimum near 120 K. The reversal also depends on the optical phonon being the only scatterer. Acoustic scattering grows in proportion to $T$, and a share of just 5 % of the zero-temperature optical rate at 300 K removes the minimum above 20 K, so it is no prediction for real diodes.

## A one-micrometre silicon layer

Near breakdown the anisotropy is not really small. At 0.307 MV/cm and 300 K,

$$\Theta=\frac{(0.03073)^2\times5.874\times7}{3\times0.063}=0.205\ \text{eV},$$

and $kT_e=0.243$ eV, whereas one free path along the force already yields $qF\lambda=0.181$ eV. The formula is then a guide, and the main numbers should come from a calculation that does not assume diffusion. A Monte Carlo simulation of the same model follows individual flights and collisions, with the full density of final states. With $E_i/\Theta=3$ held fixed, its $\alpha$ lies 8 % below the formula at $qF\lambda/E_i=0.10$ and 5 % below at $0.05$. For silicon at 300 K it lies 31 % above the formula at 0.293 MV/cm and 7 % above at 0.349 MV/cm.

In the simulation the phonons and the gap can be warmed separately. For $W=1$ µm:

| Warmed to 400 K | $V_b$ (V) | Shift | Shift, formula |
|---|---|---|---|
| nothing | 30.7 | – | – |
| phonons | 32.6 | +5.9 % | +5.1 % |
| gap | 30.3 | −1.6 % | −1.6 % |
| both | 32.0 | +4.0 % | +3.3 % |

The counting noise of a simulated shift is about 0.4 percentage points. Warming the phonons alone, at a fixed field of 0.293 MV/cm, lowers the mean carrier energy from 0.343 to 0.318 eV and $\alpha$ from 0.71 to 0.44 per µm. The gap plays no part in this. Shortening the free path to its 400 K value by elastic scattering alone would raise $V_b$ by about 7 %; the extra energy exchange with warm phonons, the second part of $kT_e$, takes some of that back.

The exponent shows the same contest. At the 300 K breakdown field, warming the phonons lowers $kT_e$ from 0.243 to 0.221 eV and raises $y$ from 6.9 to 7.7. The smaller threshold, 1.647 instead of 1.688 eV, takes back about 0.2.

It is tempting to picture ionization as the work of a lucky carrier that runs from rest to threshold without a collision. At the 300 K breakdown field the chance of such a run, with $\lambda$ taken as constant, is $e^{-E_i/qF\lambda}=9\times10^{-5}$. The simulation counts 790 collisions per ionization at 0.293 MV/cm and 260 at 0.349 MV/cm. At 0.293 MV/cm the chance of a run is $6\times10^{-5}$ with constant $\lambda$ and $1.3\times10^{-4}$ with the full rates, under which slow carriers scatter less. Even if each of the 790 collisions left the carrier at rest, only about 0.1 such runs would be expected per ionization. In this model most carriers reach threshold in several flights, with collisions between them.

A one-sided abrupt junction responds more strongly. Its field falls linearly from a peak $F_m$ over the depletion width $w=\varepsilon F_m/(qN_D)$, where $\varepsilon$ is the permittivity and $N_D$ the doping, so

$$V_b=\tfrac12F_mw=\frac{\varepsilon F_m^2}{2qN_D}.$$

A small relative rise of $F_m$ counts twice, because a higher peak field also widens the depleted layer. For $N_D=10^{16}$ cm⁻³ the formula for $\alpha$, integrated over the layer, gives 45 V at 300 K and 48 V at 400 K, a rise of 6 %; transport without the diffusion assumption gives 44 and 47 V, a rise of 6.6 %. These figures leave out the built-in voltage, about 0.9 V at 300 K and 0.8 V at 400 K, which has to be subtracted and adds about 0.4 percentage points to the rise. Real junctions of this doping break down higher, at roughly 50 to 60 V, partly because holes ionize less readily than assumed here.

## Real diodes, and where the sign changes

Breakdown fields of a few tenths of a MV/cm are typical of silicon at such widths and dopings. The model's coefficients, about $4\times10^{-4}$ per kelvin for the uniform layer and $6$ to $7\times10^{-4}$ for the abrupt junction, lie below the rough figure of $10^{-3}$ per kelvin for real avalanche diodes, the first by more than a factor of two. Real holes ionize less readily than electrons. With a ratio of 0.3 (empirical values near these fields are closer to 0.2) the condition becomes $\alpha W=1.72$ for the electron coefficient, and the formula's breakdown field rises by 7 %, while its temperature shift hardly changes, from 3.3 % to 3.4 %. With equal ionization by holes again, placing the threshold at $E_g$ or $2E_g$ changes the shift to 1.7 % or 4.0 %. Adding elastic acoustic scattering, at 20 % of the zero-temperature optical rate at 300 K and proportional to $T$, makes it 4.3 %. These figures come from the formula and share its error; for the threshold at $E_g$, transport without the diffusion assumption gives about 2.9 % instead of 1.7 %. At this width the sign survives each change. In thinner layers $y$ is smaller and the shift shrinks: with $\alpha W=1$ the formula gives 2.9 % at 100 nm, 0.8 % at 30 nm and $-0.9$ % at 15 nm, though there the dead space fills much of the layer and the condition is only indicative. The real band structure is not covered by these estimates.

The sign can fail in narrow, heavily doped junctions, where the field is much higher. Electrons may then tunnel through the gap. For a triangular barrier and tunnelling mass $m_t$, the exponent of the suppression is

$$2\int_0^{E_g/qF}\frac{\sqrt{2m_t(E_g-qFx)}}{\hbar}\,dx=\frac{4\sqrt{2m_t}\,E_g^{3/2}}{3\hbar qF}.$$

With a round mass of 0.2 electron masses it is 119 at the breakdown field of the 1 µm layer, where tunnelling is negligible. At 1 MV/cm it is 36.5 at 300 K and 35.1 at 400 K, so warming multiplies the tunnelling factor by about $e^{1.3}\approx4$. This estimate leaves out the phonons that assist tunnelling in silicon, and it shows the direction only. With this mass the current at 1 MV/cm is still negligible. Empirical fits for silicon give an exponent near 19 at that field, for which the same change of gap gives a factor of about 2. Tunnelling needs no hot carriers, so the shorter free path offers no protection, and the shrinking gap lowers the voltage. Measured silicon diodes that break down below roughly 5 V do have a negative coefficient. The model cannot place that crossover, since its local avalanche condition does not apply to such thin junctions. The remaining values are in the numerical output below.

## Calculated quantities

```
phonon energy 63 meV; zero-T free path 7.0 nm; width 1.0 um
T = 300 K: kT 25.85 meV, phonon number 0.0958
  free path 5.874 nm, gap 1.1250 eV, threshold 1.6875 eV
  at 1 eV, full rates: path 6.037 nm, loss 8.658 meV/nm
T = 400 K: kT 34.47 meV, phonon number 0.1916
  free path 5.061 nm, gap 1.0977 eV, threshold 1.6465 eV
  at 1 eV, full rates: path 5.181 nm, loss 8.603 meV/nm
high-energy loss hw/L0: 9.000 meV/nm
change of free path: -13.85 %
change of gap: -2.43 %
Formula test, Monte Carlo alpha / formula alpha - 1:
  F*lam/Ei = 0.10: -7.9 %
  F*lam/Ei = 0.05: -5.0 %
silicon 300 K, MC/formula alpha: 1.312 and 1.066
Monte Carlo fields: 0.2934 and 0.3490 MV/cm
all 300 K: alpha 0.713, 2.350 per um; mean energy 0.3433, 0.4184 eV
  MC: F_b 0.3073 MV/cm, V_b 30.73 V, shift +0.00 %
  formula: F_b 0.3142 MV/cm, V_b 31.42 V, shift +0.00 %
phonons 400 K only: alpha 0.441, 1.653 per um; mean energy 0.3177, 0.3906 eV
  MC: F_b 0.3255 MV/cm, V_b 32.55 V, shift +5.93 %
  formula: F_b 0.3301 MV/cm, V_b 33.01 V, shift +5.06 %
gap 400 K only: alpha 0.806, 2.521 per um; mean energy 0.3426, 0.4144 eV
  MC: F_b 0.3025 MV/cm, V_b 30.25 V, shift -1.55 %
  formula: F_b 0.3091 MV/cm, V_b 30.91 V, shift -1.61 %
all 400 K: alpha 0.516, 1.873 per um; mean energy 0.3165, 0.3874 eV
  MC: F_b 0.3195 MV/cm, V_b 31.95 V, shift +3.98 %
  formula: F_b 0.3246 MV/cm, V_b 32.46 V, shift +3.32 %
counting noise of an MC shift: about 0.43 %
MC voltage coefficient: 3.98 e-4 per K
steepness d ln(alpha)/d ln(F), 300 K: 6.87
collisions per ionization, 300 K: 790, 260
chance of unscattered run from rest to threshold: 8.71e-05
at 300 K MC F_b, phonons 300 K: heating 0.2054 eV, kTe 0.2430 eV, y(300 K gap) 6.945
  energy gained in one free path along the field: 0.1805 eV
at 300 K MC F_b, phonons 400 K: heating 0.1770 eV, kTe 0.2206 eV, y(300 K gap) 7.651
  energy gained in one free path along the field: 0.1555 eV
abrupt 1e16 cm^-3 (formula): peak field 0.3745, 0.3854 MV/cm
  V_b 45.35 V at 300 K, 48.02 V at 400 K, +5.89 %
hole/electron ratio 0.3: critical alpha*W 1.720, F_b change +7.21 %
Formula field shift 300 to 400 K when the model is altered:
  hole ratio 0.3: +3.39 %
  threshold = 1.0 gap: +1.69 %
  threshold = 2.0 gap: +3.95 %
  20 % acoustic: +4.27 %
dead space at 300 K: 54.9 nm = 5.5 % of width
tunnel exponent at 300 K MC F_b: 118.6
tunnel exponent at 1 MV/cm: 36.45 at 300 K, 35.13 at 400 K
```
